# Dielectric Loss in a Resonator: Filling Factor Times Loss Tangent

A resonator holding a dielectric sheet has been measured, and its inverse quality factor must be turned into a loss tangent. By which number should it be divided? In the cavity worked out below, the sheet fills 2.2 % of the volume but holds 37 % of the stored electric energy. The two choices differ by a factor of 17 in the inferred loss tangent. The energy fraction is the right one, under conditions found along the way.

## 1. Simple case: a completely filled cavity

Fields vary as $e^{+i\Omega t}$, with $\Omega=\Omega'+i\Omega''$. The dielectric is linear and isotropic, with

$$\varepsilon=\varepsilon'(1-i\tan\delta).$$

Until section 5, $\varepsilon$ does not depend on frequency. The permeability $\mu$ is real and the walls conduct perfectly. Amplitudes decay as $e^{-\Omega''t}$ and the energy $U$ as $e^{-2\Omega''t}$, so the lost power is $P=2\Omega''U$ and

$$\frac1Q\equiv\frac{P}{\Omega'U}=\frac{2\Omega''}{\Omega'} .$$

Maxwell's equations $\nabla\times\mathbf E=-i\Omega\mathbf B$ and $\nabla\times(\mu^{-1}\mathbf B)=i\Omega\varepsilon\mathbf E$ combine into

$$\nabla\times(\mu^{-1}\nabla\times\mathbf E)=\Omega^2\varepsilon\mathbf E. \tag{1}$$

If one dielectric fills the cavity, loss leaves the field pattern unchanged, because only the product $\Omega^2\varepsilon$ enters. With $\omega_0$ the lossless frequency, $\Omega^2(1-i\tan\delta)=\omega_0^2$. Since $1-i\tan\delta=e^{-i\delta}/\cos\delta$,

$$\Omega=\omega_0\sqrt{\cos\delta}\;e^{i\delta/2},\qquad \frac1Q=2\tan\frac\delta2\simeq\tan\delta .$$

For small loss, a full cavity therefore has $1/Q=\tan\delta$.

## 2. Partial filling: the power balance

Now the dielectric occupies only a region $d$. At one point let $E=E_0\cos\omega t$. The real part of $\varepsilon E_0e^{i\omega t}$ is

$$D=\varepsilon'E_0(\cos\omega t+\tan\delta\,\sin\omega t).$$

The power delivered per volume is

$$E\frac{dD}{dt}=\omega\varepsilon'E_0^2(-\cos\omega t\sin\omega t+\tan\delta\cos^2\omega t).$$

The first term averages to zero and the second to $\tfrac12\omega\varepsilon'\tan\delta\,E_0^2$. The time-averaged electric energy in the dielectric is $U_{e,d}=\tfrac14\int_d\varepsilon'|\mathbf E|^2dV$, so

$$P=\tfrac12\omega\tan\delta\int_d\varepsilon'|\mathbf E|^2dV=2\omega\tan\delta\,U_{e,d}. \tag{2}$$

The total energy also contains a magnetic part. To find it, take the scalar product of (1) with $\mathbf E^*$ and integrate over the cavity. With $\mathbf G=\mu^{-1}\nabla\times\mathbf E$, the identity

$$\mathbf E^*\cdot\nabla\times\mathbf G=\mathbf G\cdot\nabla\times\mathbf E^*+\nabla\cdot(\mathbf G\times\mathbf E^*)$$

leaves a surface term $\mathbf n\cdot(\mathbf G\times\mathbf E^*)=\mathbf G\cdot(\mathbf E^*\times\mathbf n)$. It vanishes on the walls, where tangential $\mathbf E$ is zero. At internal interfaces the contributions of the two sides cancel, because tangential $\mathbf E$ and $\mathbf G$ are continuous. Hence

$$\int\mu^{-1}|\nabla\times\mathbf E|^2dV=\Omega^2\int\varepsilon|\mathbf E|^2dV. \tag{3}$$

Without loss, $|\nabla\times\mathbf E|^2=\omega^2|\mathbf B|^2$, and (3) says $\int|\mathbf B|^2/\mu\,dV=\int\varepsilon'|\mathbf E|^2dV$. The magnetic and electric energies are equal, and $U=2U_e$. Dividing (2) by $\omega U$ gives

$$\boxed{\frac1Q\simeq F\tan\delta,\qquad F=\frac{\int_d\varepsilon'|\mathbf E|^2dV}{\int_{\rm all}\varepsilon'|\mathbf E|^2dV}} \tag{4}$$

The factor 2 in (2) cancels the magnetic half of $U$. This is why $F$ is a share of the electric energy and not of the total energy. For complete filling $F=1$, as in section 1.

## 3. How good is the lossless field?

The power balance used the field of the lossless cavity, whereas a partly filled cavity changes its field when loss is added. Equation (3) holds for the lossy mode as well. Let $\tilde F$ be the ratio in (4) evaluated with the true lossy field. Then

$$\int\varepsilon|\mathbf E|^2dV=(1-i\tilde F\tan\delta)\int\varepsilon'|\mathbf E|^2dV .$$

The left side of (3) is real and positive, so $\Omega^2$ has the phase of $1/(1-i\tilde F\tan\delta)$, which is $\arctan(\tilde F\tan\delta)$. The phase of $\Omega$ is half of that:

$$\frac1Q=2\tan\!\left[\tfrac12\arctan(\tilde F\tan\delta)\right]. \tag{5}$$

No expansion in the loss has been made. For $\tilde F=1$ this is $2\tan(\delta/2)$ again.

It remains to compare $\tilde F$ with $F$. The complex conjugate of (1) is the same equation with $\tan\delta\to-\tan\delta$, solved by $\mathbf E^*$ and $\Omega^*$. For a non-degenerate mode, reversing the sign of $\tan\delta$ therefore conjugates the field and leaves $|\mathbf E|^2$ unchanged up to normalization. So $\tilde F$ is even in $\tan\delta$, and because such a mode changes smoothly, $\tilde F=F(1+\alpha\tan^2\delta+\dots)$.

With $x=\tilde F\tan\delta$, (5) expands as $x-x^3/3+x^3/12=x-x^3/4$. Thus

$$\frac1Q=F\tan\delta\left[1+\left(\alpha-\tfrac14F^2\right)\tan^2\delta+\dots\right]. \tag{6}$$

For degenerate modes, loss may select a particular combination of fields, and $F$ must be evaluated with that combination.

If several dielectrics are present, the bracket before (5) becomes $1-i\sum_j\tilde F_j\tan\delta_j$, and to first order $1/Q=\sum_jF_j\tan\delta_j$.

## 4. The same factor from a frequency shift

In a lossless cavity, (3) gives $\omega^2$ as a ratio of two integrals. This ratio does not change to first order when the field is varied. For a real field and a variation $\delta\mathbf E$ with no tangential part on the walls, the numerator changes by $2\int\delta\mathbf E\cdot\nabla\times(\mu^{-1}\nabla\times\mathbf E)\,dV$ and the denominator by $2\int\varepsilon'\,\delta\mathbf E\cdot\mathbf E\,dV$. By (1) the first is $\omega^2$ times the second, so the ratio stays the same.

If $\varepsilon'$ in the dielectric is multiplied by $1+\eta$, only the explicit change of the denominator counts. It is the fraction $\eta F$, so $2\,\delta\omega/\omega=-\eta F$ and

$$F=-2\,\frac{\partial\ln\omega}{\partial\ln\varepsilon'} . \tag{7}$$

Loss corresponds to $\eta=-i\tan\delta$. The argument also holds for complex $\eta$ if the scalar product of (1) is taken with $\mathbf E$ instead of $\mathbf E^*$: the integrals then contain $\mathbf E\cdot\mathbf E$ and $(\nabla\times\mathbf E)\cdot(\nabla\times\mathbf E)$, and their first-order changes are the ones given above. Then $\delta\omega/\omega=\tfrac i2F\tan\delta$, and twice its imaginary part is (4). Tuning and damping are the real and imaginary sides of one response.

## 5. When the permittivity depends on frequency

Let $s=d\ln\varepsilon'/d\ln\omega$ in the dielectric near resonance. The shift of the complex frequency now changes the permittivity too, so $\eta=-i\tan\delta+s\,\delta\omega/\omega$. Inserted in $\delta\omega/\omega=-\tfrac12F\eta$, this gives

$$\frac{\delta\omega}{\omega}\left(1+\tfrac12Fs\right)=\tfrac i2F\tan\delta,\qquad \frac1Q=\frac{F\tan\delta}{1+\frac12Fs}. \tag{8}$$

The dissipated power (2) is unchanged, so the stored energy must be $2U_e(1+\tfrac12Fs)$. A dispersive dielectric stores the extra energy $sU_{e,d}$, and (4) requires $|Fs|\ll2$.

A loss tangent that is constant over a wide band needs some dispersion. The law $\varepsilon\propto(i\omega)^{-n}$ is causal, being analytic for $\operatorname{Im}\omega<0$. Its phase is $-n\pi/2=-\delta$, so $n=2\delta/\pi$ and $s=-n$. By (8), $1/Q$ rises by the fraction $Fn/2$. This is of first order in $\delta$, and at small loss it exceeds the correction in (6).

## 6. A sheet across a rectangular cavity

The cavity has width $a=23$ mm, height $b=10$ mm and length $L=23$ mm. A sheet of thickness $w=0.5$ mm stands across the middle of the length, with $h=11.25$ mm of air on each side. Its relative permittivity is $\varepsilon_r=10$ and $\tan\delta=3\times10^{-4}$.

The field is $E_y=\sin(\pi x/a)f(z)$, parallel to the large faces. With $k=\omega/c$, equation (1) becomes $f''+(\varepsilon_rk^2-\pi^2/a^2)f=0$. Define $k_0^2=k^2-\pi^2/a^2$ in air and $k_1^2=\varepsilon_rk^2-\pi^2/a^2$ in the sheet. The lowest mode is symmetric:

$$f=C\sin k_0z\ \text{(air)},\qquad f=\cos k_1(z-L/2)\ \text{(sheet)}.$$

Continuity of $E_y$ and of $H_x\propto f'$ at $z=h$ gives

$$C\sin k_0h=\cos\frac{k_1w}2,\qquad Ck_0\cos k_0h=k_1\sin\frac{k_1w}2 .$$

Eliminating $C$,

$$k_0\cos k_0h\,\cos\frac{k_1w}2=k_1\sin\frac{k_1w}2\,\sin k_0h. \tag{9}$$

The root is $k=0.160715$ mm$^{-1}$, or 7.668 GHz; the empty cavity lies at 9.217 GHz. Here $k_0=0.08469$ and $k_1=0.48953$ mm$^{-1}$. The factor $\sin^2(\pi x/a)$ is common to all energies, so only integrals over $z$ matter:

$$I_{\rm air}=\frac{\cos^2(k_1w/2)}{\sin^2k_0h}\left[h-\frac{\sin2k_0h}{2k_0}\right]=8.414\ \text{mm},$$

$$I_{\rm sheet}=\frac w2+\frac{\sin k_1w}{2k_1}=0.4975\ \text{mm}.$$

Therefore

$$F=\frac{10\times0.4975}{8.414+10\times0.4975}=0.3716 .$$

A uniform field would give $5/(22.5+5)=0.18$. The pattern $\sin^2(\pi z/L)$ of the empty cavity would give $4.998/(11.000+4.998)=0.31$, because the sheet stands at its maximum. The rest comes from the change of the pattern by the sheet: the mean of $f^2$ is 0.995 in the sheet and 0.374 in the air, where the empty pattern would have 0.49. Differentiating the root of (9) numerically, as in (7), also gives 0.3716.

The dielectric contribution is $0.3716\times3\times10^{-4}=1.115\times10^{-4}$, or $Q=8971$. As an independent test, (9) was solved with the complex permittivity. Twice the ratio of the imaginary to the real part of the root is $1.114716\times10^{-4}$, the same as $F\tan\delta$ to all printed digits.

A much larger loss separates the formulas. At $\tan\delta=0.3$ the lossy field has $\tilde F=0.37309$ instead of 0.37157. The complex root and (5) both give $1/Q=0.111580$, while (4) gives 0.111472, which is 0.1 % low. In this example the two terms in (6) partly cancel: the change of $\tilde F$ gives $\alpha\simeq0.046$, against $F^2/4=0.035$.

Equation (8) is tested with a deliberately strong dispersion. With $s=0.5$ and the original loss tangent, (8) gives $1.1147\times10^{-4}/1.0929=1.020\times10^{-4}$, and the complex root agrees.

## 7. Turning the field across the interface

For a thin layer, the direction of the field matters. If $\mathbf E$ is parallel to the layer, it is continuous, and the energy density inside is proportional to $\varepsilon_r E_0^2$, with $E_0$ the field outside. If $\mathbf E$ is normal, $\mathbf D$ is continuous, the inner field is $E_0/\varepsilon_r$, and the energy density is proportional to $E_0^2/\varepsilon_r$. At equal outside field and volume the ratio is $\varepsilon_r^2$, here 100.

An air gap of height $g$ under the roof of a filled cavity is a second test. With nearly uniform normal $D$, each layer stores energy in proportion to its thickness divided by its permittivity:

$$F=\frac{(b-g)/\varepsilon_r}{(b-g)/\varepsilon_r+g}. \tag{10}$$

For $g=0.010$ mm this is $0.999/1.009=0.9901$.

The full mode has $D_y\propto\cos q_1y$ in the dielectric and $\cos q_2(b-y)$ in the gap, with $q_1^2=\varepsilon_rk^2-\beta^2$, $q_2^2=k^2-\beta^2$ and $\beta^2=(\pi/a)^2+(\pi/L)^2$. Since $\nabla\cdot\mathbf E=0$ in each layer, continuity of the in-plane field requires continuity of $\varepsilon_r^{-1}\partial_yD_y$. Together with continuous $D_y$ this gives

$$\frac{q_1}{\varepsilon_r}\tan q_1(b-g)+q_2\tan q_2g=0 .$$

Its complex root gives $1/(Q\tan\delta)=0.9903$. The deficit from unity differs from that of (10) by about 2 %. For $g\to0$ the tangents can be replaced by their arguments, which gives $k^2\simeq(\beta^2/\varepsilon_r)[1+(\varepsilon_r-1)g/b]$. By (7), $1-F\simeq\varepsilon_rg/b$, which is also the limit of (10).

The effect of the same gap above the thin sheet can be estimated with the series permittivity $1/\varepsilon_{\rm eff}=(1-g/b)/\varepsilon_r+g/b$, provided $g\ll w$, so that most of the flux in the sheet passes straight through the gap. In the example this estimate lowers the dielectric $1/Q$ by about 1.7 %. About 1.0 % is energy moved into the gap, by (10). The remainder arises because a sheet of lower effective permittivity draws less of the mode's energy. Near the gap some flux leaves through the faces of the sheet and bypasses the gap, so the true change is expected to be smaller. The field of the sheet with a gap has not been solved here, and the 1.7 % is an estimate of the size of the effect only.

## 8. From the ideal cavity to a measurement

Real walls dissipate as well. To first order, their power adds to (2) at the same stored energy. In a metal of resistivity $\rho$ the field decays over the skin depth $\sqrt{2\rho/\omega\mu_0}$, and the surface resistance is $R_s=\sqrt{\omega\mu_0\rho/2}$. The wall power is $\tfrac12R_s\oint|H_t|^2dA$. Here $H_x$ has magnitude $\sin(\pi x/a)|f'|/\omega\mu_0$, and $H_z$ has $(\pi/a)|\cos(\pi x/a)f|/\omega\mu_0$.

Write $N=I_{\rm air}+\varepsilon_rI_{\rm sheet}=13.389$ mm and $I=I_{\rm air}+I_{\rm sheet}=8.912$ mm. Equal electric and magnetic energies mean $\int f'^2dz+(\pi/a)^2I=k^2N$. Summing end walls, side walls, and floor with roof,

$$S=ab\,f'(0)^2+2b\left(\frac\pi a\right)^2I+ak^2N=2.45+3.33+7.95=13.73 .$$

The power is $R_sS/(2\omega^2\mu_0^2)$ and the energy is $\varepsilon_0abN/4$. With $Z_0=\sqrt{\mu_0/\varepsilon_0}=377$ ohm and $\omega^3\mu_0^2\varepsilon_0=k^3Z_0$,

$$\frac1{Q_w}=\frac{2R_sS}{Z_0k^3abN}=1.293\times10^{-4}$$

for $R_s=0.0227$ ohm. The walls thus dissipate slightly more than the sheet, and the unloaded $Q$ is 4153. If wall loss were ignored, the inferred loss tangent would be $6.48\times10^{-4}$, more than twice the true value. Subtracting the wall loss of the empty cavity, $1.278\times10^{-4}$, gives $3.04\times10^{-4}$, which is 1.4 % high.

The parameters are rough values for an alumina substrate in a copper cavity of X-band waveguide size. The loss tangent of alumina depends on purity, and good grades can lie well below the value used here. The assumption that fails most is that of perfect walls. Even after wall loss is subtracted, an $R_s$ 10 % above the calculated one would raise the inferred loss tangent by 12 %. With the geometry fixed, this relative error grows as $1/\tan\delta$. Copper 10 K warmer than assumed adds 2.3 %, and uncorrected port losses equal to 1 % of the internal loss add 2.2 %. The causal dispersion of section 5 changes $1/Q$ by 0.004 %, and the correction in (6) is smaller still. For this cavity, the accuracy of the loss tangent rests on the wall correction, the fit of the sheet, the coupling, and the thickness and permittivity used to compute $F$, not on the first-order formula. The numerical output lists the main values with more digits.

## Values computed for the example and the checks

```
cavity width, height, length: 23.0, 10.0, 23.0 mm
sheet thickness: 0.5 mm; air length each side: 11.25 mm
sheet permittivity: 10.0; loss tangent: 3.0e-04
empty-cavity frequency: 9.2168 GHz
loaded-cavity frequency: 7.6683 GHz
wavenumber k = w/c, loaded: 0.160715 1/mm
k0 squared (air): 0.007172 1/mm^2
k0 (air): 0.084690 + 0.000000 i 1/mm
k1 (sheet): 0.489528 1/mm
integral f^2 in air (f=1 mid-sheet): 8.41425 mm
integral f^2 in sheet: 0.49751 mm
magnetic/electric energy, lossless: 1.0000000000
filling factor F: 0.371572
F from frequency tuning: 0.371572
volume fraction of sheet: 0.021739
1/Q dielectric, F tan(delta): 1.114716e-04
1/Q dielectric, complex frequency: 1.114716e-04
Q dielectric: 8970.9
large-loss test, tan(delta): 0.3
  F of lossless field, of lossy field: 0.371572, 0.373094
  1/Q complex frequency: 0.11157989
  1/Q exact identity: 0.11157989
  1/Q first-order formula: 0.11147158
formula error at tan(delta)=0.05: 0.00282 %
formula error at tan(delta)=0.1: 0.01124 %
dispersion test, slope s: 0.5
  1/Q complex frequency: 1.019968e-04
  1/Q with corrected energy: 1.019968e-04
filled cavity with gap, F series formula: 0.990089
filled cavity with gap, F full wave: 0.990307
copper resistivity (rough): 1.7e-08 ohm m
surface resistance, loaded: 0.02269 ohm
1/Q walls, loaded: 1.2931e-04; Q walls: 7733
1/Q walls, empty: 1.2779e-04; Q: 7825
total unloaded Q (sheet and walls): 4153
tan(delta) inferred, walls ignored: 6.4801e-04
tan(delta) inferred, empty-cavity walls subtracted: 3.0410e-04
air gap: 10 um; change of dielectric 1/Q: -1.656 %
copper warming: 10 K at 0.004 1/K; error of tan(delta): 2.297 %
port coupling: 0.01; error of tan(delta): 2.160 %
causal exponent n: 1.9099e-04; change of 1/Q: 0.00355 %
higher order in tan(delta), change of 1/Q: 1.02e-07 %
```
